# Exciton lines and the finite continuum edge in direct-gap absorption

A photon absorbed just above the gap of a pure direct-gap semiconductor creates an electron and a hole that separate slowly. If they were independent, the absorption would follow the number of available pair states and start from zero as the square root of the excess energy. Their attraction has two effects. It binds some pairs below the gap, and it raises the probability of finding the two carriers at the same place, where light creates them. The question is what replaces the square root.

## The model and what light measures

Take isotropic parabolic bands with reduced mass $\mu$, a gap $E_g$, static permittivity $\varepsilon$, and an interband momentum element $p$ that is allowed at the gap and independent of wave vector. Electron-hole exchange, free carriers and broadening are left out. The natural units are

$$a=\frac{4\pi\varepsilon_0\varepsilon\hbar^2}{\mu e^2},\qquad R=\frac{\hbar^2}{2\mu a^2},\qquad x=\frac{\hbar\omega-E_g}{R}.$$

The photon momentum is neglected, so a pair has zero total momentum. A pair state is a superposition of free pairs with amplitudes $A_{\mathbf k}$, and its relative wave function is $\phi(\mathbf r)=V^{-1/2}\sum_{\mathbf k}A_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$ in a volume $V$. Each free pair has the same element $p$, so the total is

$$\sum_{\mathbf k}A_{\mathbf k}\,p=p\sqrt V\,\phi(0).$$

The lowest exciton is bright because its amplitudes $A_{\mathbf k}$ all have the same sign, so many free pairs add in phase. States with angular momentum vanish at the origin, so s states alone contribute. All information about the attraction is in

$$S(\hbar\omega)=\sum_j|\phi_j(0)|^2\,\delta(\hbar\omega-E_j).$$

For the optical prefactor, let the vector potential be $A_0\cos\omega t$. The absorbing half of the coupling is $eA_0p/2m_0$. With two spins, the golden rule gives the absorbed power per volume

$$\hbar\omega\,\frac{2\pi}{\hbar}\,\frac{e^2A_0^2}{4m_0^2}\,2p^2S=\frac{\pi\omega e^2A_0^2p^2S}{m_0^2}.$$

Electrodynamics gives $\tfrac12\varepsilon_0\varepsilon_2\omega E_0^2$ with $E_0=\omega A_0$. Equating the two,

$$\varepsilon_2=\frac{2\pi e^2p^2}{\varepsilon_0m_0^2\omega^2}\,S,\qquad \alpha=\frac{\omega\varepsilon_2}{n_rc},$$

where $n_r$ is the refractive index. Write $S=s(x)/(4\pi^2a^3R)$. The result to be derived is

$$s(x)=\sum_{n=1}^\infty\frac{4\pi}{n^3}\,\delta\!\left(x+\frac1{n^2}\right)+\theta(x)\,\frac{2\pi}{1-e^{-2\pi/\sqrt x}}.\tag{1}$$

Without attraction, $s=\sqrt x$ for $x>0$.

## The radial equation

In units of $a$ and $R$, an s state is $\phi=u/(\sqrt{4\pi}\,r)$ with

$$u''+\left(x+\frac2r\right)u=0,\qquad u(0)=0.$$

Put $x=-\kappa^2$, $\nu=1/\kappa$, $z=2\kappa r$ and $u=re^{-\kappa r}F(z)$. Since $(re^{-\kappa r})'=(1-\kappa r)e^{-\kappa r}$ and $(re^{-\kappa r})''=(\kappa^2r-2\kappa)e^{-\kappa r}$, the equation becomes

$$4\kappa^2rF''+4\kappa(1-\kappa r)F'+(2-2\kappa)F=0.$$

Division by $2\kappa$ gives

$$zF''+(2-z)F'-(1-\nu)F=0.\tag{2}$$

One way to solve (2) is an integral $F=\int e^{-zt}f(t)\,dt$ with $f=t^{-\nu}(1+t)^\nu$. Inserting it in (2) gives

$$\int e^{-zt}\left[z(t^2+t)-2t-1+\nu\right]f\,dt.$$

Integrate the term with $z$ by parts. Because $[t(1+t)f]'=(1-\nu+2t)f$, everything cancels except the boundary term $-e^{-zt}t^{1-\nu}(1+t)^{1+\nu}$. Any path on which this vanishes at both ends therefore gives a solution.

## First derivation: normalize every state

**Continuum.** Let $x=k^2$, $\kappa=-ik$ and $y=1/k$, so that $\nu=iy$. The path from $t=-1$ to $0$, with $t=-\tau$, gives the solution regular at the origin. Scaled so that $u'(0)=1$, it is

$$u=\frac rB\int_0^1e^{ikr(1-2\tau)}\left(\frac{1-\tau}{\tau}\right)^{iy}d\tau .$$

The constant is the beta integral

$$B=\Gamma(1-iy)\Gamma(1+iy)=|\Gamma(1+iy)|^2=\frac{\pi y}{\sinh\pi y}.$$

At large $r$ the integrand oscillates fast and the two ends dominate. The end $\tau=0$ gives

$$e^{ikr}\int_0^\infty e^{-2ikr\tau}\tau^{-iy}d\tau=e^{ikr}\,\Gamma(1-iy)\,(2ikr)^{-1+iy}.$$

Since $|i^{-1+iy}|=e^{-\pi y/2}$, its modulus is $|\Gamma(1+iy)|e^{-\pi y/2}/(2kr)$. The end $\tau=1$ gives the complex conjugate. The sum is a real wave, and $u$ has the amplitude

$$A=\frac{2r}{B}\,\frac{|\Gamma(1+iy)|e^{-\pi y/2}}{2kr}=\frac{e^{-\pi y/2}}{k\,|\Gamma(1+iy)|}.$$

Now enclose the pair in a sphere of large radius $L$. The norm is $\int u^2dr\to A^2L/2$, so $|\phi(0)|^2=1/(2\pi A^2L)$. The allowed $k$ are spaced by $\pi/L$; the slowly varying Coulomb phase changes this by a fraction of order $(\ln L)/L$, which vanishes. The level density in $x$ is $(L/\pi)(dk/dx)=L/(2\pi k)$. The product, multiplied by $4\pi^2$, is

$$s=\frac1{kA^2}=k\,e^{\pi y}\,\frac{\pi y}{\sinh\pi y}=\frac{2\pi}{1-e^{-2\pi/k}}.$$

Without attraction $u=\sin(kr)/k$, hence $A=1/k$ and $s=k=\sqrt x$.

**Bound states.** For $x<0$ the regular solution of (2) is the series

$$F=\sum_{m\ge0}\frac{(1-\nu)(2-\nu)\cdots(m-\nu)}{(m+1)!\,m!}\,z^m .$$

It ends when $\nu=n$, a positive integer; otherwise it grows as $e^z$ and $u$ cannot be normalized. The levels are therefore $x_n=-1/n^2$.

The norm follows from the energy dependence of $u$. Keep $u'(0)=1$ and let $w=\partial u/\partial x$. Differentiating the radial equation gives $w''+(x+2/r)w=-u$. Then $(u'w-uw')'=u''w-uw''=u^2$, and both functions vanish at the origin, so

$$\int_0^\infty u^2dr=\lim_{r\to\infty}(u'w-uw').$$

At $\nu=n$ the last power in the series dominates at large $r$:

$$u\to(-1)^{n-1}re^{-r/n}\frac{z^{n-1}}{n!},\qquad z=\frac{2r}n .$$

For $\nu=n+\delta$, each term with $m\ge n$ contains the factor $-\delta$. These terms sum to

$$(-1)^n\delta\,(n-1)!\sum_{m\ge n}\frac{(m-n)!}{(m+1)!\,m!}z^m\to(-1)^n\delta\,(n-1)!\,e^zz^{-n-1}.$$

The last form holds because at large $z$ the sum is concentrated near $m=z$, where $(m-n)!/(m+1)!\to z^{-n-1}$. With $x=-\nu^{-2}$ we have $d\nu/dx=n^3/2$, so the growing part of $w$ is

$$w\to(-1)^n\frac{n^3}2(n-1)!\,re^{r/n}z^{-n-1}.$$

All other parts of $w$ decay and drop out. Since $u'\to-u/n$ and $w'\to w/n$,

$$\int_0^\infty u^2dr=-\frac2n\,uw=\frac2n\cdot\frac{n^3}2\cdot\frac{r^2}{n\,z^2}=\frac{n^3}4 .$$

Thus $|\phi_n(0)|^2=1/(4\pi\cdot n^3/4)=1/(\pi n^3)$ in units of $a^{-3}$. Multiplication by $4\pi^2$ gives the line weight $4\pi/n^3$, which completes (1).

## Second derivation: the response at the origin

Here no state is normalized. Give the energy a small positive imaginary part, $X=x+i\eta$, and consider the response to a point source,

$$\left(-\nabla^2-\frac2r-X\right)G(\mathbf r)=\delta(\mathbf r),\qquad G(\mathbf r)=\sum_j\frac{\phi_j(\mathbf r)\phi_j^*(0)}{x_j-X}.$$

As $\eta\to0$, $\operatorname{Im}G(0)=\pi\sum_j|\phi_j(0)|^2\delta(x-x_j)=s/4\pi$.

Away from the source, $G=v(r)/[4\pi r\,v(0)]$, where $v$ solves the radial equation and decays at infinity; the factor $1/4\pi r$ supplies the delta function. Choose $\kappa=\sqrt{-X}$ with positive real part. The path from $t=0$ to $\infty$ gives

$$v=re^{-\kappa r}J(z),\qquad J=\int_0^\infty e^{-zt}\left(1+\frac1t\right)^\nu dt .$$

This converges for $\operatorname{Re}\nu<1$, which covers energies close to the positive axis. The behaviour at small $z$ is needed. Separate the slowly decaying parts of the integrand:

$$\left(1+\frac1t\right)^\nu=1+\frac\nu{1+t}+D(t),\qquad D=O(t^{-2})\ \text{at large }t.$$

The first part integrates to $1/z$. The second, integrated by parts and with $q=zt$, is

$$\nu\int_0^\infty e^{-q}\ln\!\left(1+\frac qz\right)dq\to\nu(-\ln z-\gamma),$$

where $\gamma=-\int_0^\infty e^{-q}\ln q\,dq$ is Euler's constant. For the third, put $\sigma=t/(1+t)$, so that $dt=d\sigma/(1-\sigma)^2$ and $1/(1+t)=1-\sigma$:

$$\int_0^\infty D\,dt=\int_0^1\left[\frac{\sigma^{-\nu}-1}{(1-\sigma)^2}-\frac\nu{1-\sigma}\right]d\sigma .$$

Integrate the first term by parts, using $\sigma/(1-\sigma)$ as the integral of $(1-\sigma)^{-2}$. The boundary value at $\sigma=1$ is $\nu$, and

$$\int_0^\infty D\,dt=\nu\left[1+\int_0^1\frac{\sigma^{-\nu}-1}{1-\sigma}d\sigma\right]=\nu[1+h(\nu)].$$

Expanding $1/(1-\sigma)$ in powers of $\sigma$ gives

$$h(\nu)=\sum_{n=1}^\infty\left(\frac1{n-\nu}-\frac1n\right).$$

Since $z\nu=2r$, the pieces combine to first order in $r$ as

$$\frac{v(r)}{v(0)}=1+r\left[-\kappa-2\ln(2\kappa r)-2\gamma+2+2h(\nu)\right].$$

Dividing by $4\pi r$ leaves a real $1/r$ and a real $\ln r$, which do not affect the imaginary part. Hence

$$s(x)=\operatorname{Im}\left[-\kappa-2\ln\kappa+2h(1/\kappa)\right].\tag{3}$$

For $x>0$, $\kappa=-ik$. The first term gives $k$, the free-pair result. The second gives $\pi$. The third, with $y=1/k$, is

$$2\sum_{n=1}^\infty\frac y{n^2+y^2}=\pi\coth\pi y-\frac1y ,$$

which is the logarithmic derivative of the product $\sinh\pi y=\pi y\prod_n(1+y^2/n^2)$, rearranged. The sum is $k+\pi+\pi\coth(\pi/k)-k=2\pi/(1-e^{-2\pi/k})$.

For $x<0$, continue (3) analytically beyond $\nu=1$. It is real except at the poles $\nu=n$. There $\nu-n=(n^3/2)(x-x_n)$, so

$$\frac2{n-\nu}=-\frac4{n^3(x-x_n+i\eta)},$$

whose imaginary part is $(4\pi/n^3)\delta(x-x_n)$. This is (1) again.

## What each derivation assumes

Both use the same effective-mass equation, contact coupling and integral representation, so agreement between them checks the mathematics and says nothing about whether the model suits a material. They differ in what is done with the solutions.

The first needs a real energy, a Hermitian Hamiltonian and separate normalization rules for bound and unbound states. In return it gives the wave functions and shows where the enhancement comes from: for a fixed slope at the origin, the attraction lowers the amplitude far away.

The second needs completeness and analytic continuation in energy, but no state count. It yields lines and continuum from one function. At finite $\eta$, (3) is the spectrum with each state replaced by a Lorentzian of half-width $\eta$. It does not supply an energy-dependent linewidth; that needs a theory of scattering.

## The edge and the high-energy limit

As $x\to0^+$, the exponential in (1) vanishes and $s\to2\pi$: the continuum starts at a finite value. This is not an isolated step in the total spectrum. Near the gap, adjacent lines are separated by $d(-n^{-2})/dn=2/n^3$, and each has weight $4\pi/n^3$. Their mean density is

$$\frac{4\pi/n^3}{2/n^3}=2\pi,$$

the same as on the other side. Broadening that covers many of these lines joins them smoothly to the continuum. The resolved onset is the $n=1$ line, one $R$ below the gap.

Far above the gap, expansion of (1) gives

$$s=\sqrt x+\pi+\frac{\pi^2}{3\sqrt x}+\cdots .$$

The ratio to the free-pair value tends to one, but the difference tends to $\pi$, half the edge value. Attraction can thus be neglected in the relative sense when $\sqrt x\gg\pi$, which is far more than one binding energy above the gap.

## Numbers for gallium arsenide

Rough low-temperature parameters are $E_g=1.52$ eV, electron mass $0.067m_0$, Luttinger parameters 7.0, 2.1 and 2.9, $\varepsilon=12.5$ and $n_r=3.6$. The valence edge is degenerate; here both upper bands receive the mean hole mass $m_0/7.0=0.143m_0$. Then

$$\frac\mu{m_0}=\frac1{1/0.067+7.0}=0.0456,\qquad a=14.5\ \text{nm},\qquad R=3.97\ \text{meV}.$$

The matrix element follows from a rough Kane energy $E_P=2P^2/m_0=25$ eV, where $P$ is the element between the s-like and p-like band-edge orbitals. In a p orbital along the field, $\mathbf L\cdot\mathbf S$ averages to zero. Its eigenvalues, in units of $\hbar^2$, are $1/2$ for $J=3/2$ and $-1$ for $J=1/2$. If $g$ is the $J=3/2$ share, $g/2-(1-g)=0$, so $g=2/3$ and $p^2=m_0E_P/3$.

At the gap $S=1/(2\pi a^3R)$, and

$$\alpha(E_g)=\frac{e^2p^2}{\varepsilon_0m_0^2n_rc\,\omega a^3R}=8.8\times10^3\ \text{cm}^{-1}.$$

At 5 meV above it, $x=5/3.97=1.26$. Free pairs give $1.6\times10^3$ cm$^{-1}$ and attracting pairs $8.8\times10^3$ cm$^{-1}$, a factor of 5.6. At 50 meV the values are $4.8\times10^3$ and $1.02\times10^4$ cm$^{-1}$, still a factor of 2.1.

The 1s line lies at 1.516 eV (818 nm). By (1) its area is the edge absorption times $2R$: $8784\times2\times3.97\approx7.0\times10^4$ meV/cm. The 2s area is one eighth of this. A Gaussian of 1 meV full width at half maximum has peak height 0.94 divided by its width, so the 1s peak is $6.6\times10^4$ cm$^{-1}$. With this width the absorption at the gap is $8.75\times10^3$ cm$^{-1}$, close to the unbroadened continuum edge, as the matching of densities requires.

## Where the model gives way

**Temperature.** At 300 K carriers absorb optical phonons of roughly $\hbar\omega_0=36$ meV, with occupation $N=0.33$. The Fröhlich coupling is $|V_q|^2=e^2\hbar\omega_0\Delta/(2\varepsilon_0Vq^2)$, with $\Delta=1/\varepsilon_\infty-1/\varepsilon$ and $\varepsilon_\infty=10.6$. For a carrier of mass $m$ initially at rest, the golden rule gives

$$\frac\hbar\tau=2\pi N\int_0^\infty\frac{q^2dq}{2\pi^2}\,\frac{e^2\hbar\omega_0\Delta}{2\varepsilon_0q^2}\,\delta\!\left(\frac{\hbar^2q^2}{2m}-\hbar\omega_0\right)=\frac{Ne^2\Delta q_0}{4\pi\varepsilon_0},$$

where $q_0=\sqrt{2m\omega_0/\hbar}$. The electron contributes 1.7 meV and the hole 2.5 meV. Adding them ignores binding and interference. A Gaussian of the resulting 4.2 meV full width, with the gap held at 1.52 eV, lowers the 1s peak to $1.6\times10^4$ cm$^{-1}$. Numerical convolution of (1) with a Gaussian shows that the maximum of $s$ disappears at a full width of about 17 meV (about 18 meV for $\alpha$, which carries an extra factor $1/\omega$). The line shape matters: a constant lifetime gives a Lorentzian, for which (3) puts the peak at about $1.3\times10^4$ cm$^{-1}$ for the 4.2 meV width and the disappearance near 10 meV. In this estimate, thermal energy above $R$ does not by itself remove the exciton peak; the linewidth decides.

**Fields and carriers.** The potential drop across $a$ equals $R$ at 2.7 kV/cm; at 10 kV/cm it is 14.5 meV. Field ionization sets in well below this scale. Solving the pair equation in a uniform field gives the 1s line a full width of 0.8 meV at 1 kV/cm and 4.4 meV at 2.7 kV/cm, and the classical barrier drops below the $n=2$ level at about 0.02 kV/cm. For free carriers, replace $2/r$ by $2e^{-r/\lambda}/r$. Numerical integration at zero energy shows that the last bound state is lost at $a/\lambda=1.19$. With equal electron and hole densities $n$, classical Debye screening has $\lambda^{-2}=2ne^2/(\varepsilon_0\varepsilon k_BT)$. This gives $6\times10^{16}$ cm$^{-3}$ at 300 K and $2\times10^{15}$ cm$^{-3}$ at 10 K. The latter is 0.76 of the conduction-band effective density of states, so classical statistics are only rough there. More seriously, Debye screening assumes many carriers within a sphere of radius $\lambda$. There are 0.9 at 300 K and 0.03 at 10 K, where the Coulomb energy at distance $\lambda$ is $11k_BT$. The 300 K density is an order of magnitude; the 10 K density lies outside the range of the approximation. These densities are for electron-hole pairs; a doped layer has one carrier type and needs at least twice as many carriers for the same screening.

**Bands and lattice.** Separate heavy and light masses along the cube edge and diagonal would give $R$ between 3.1 and 5.4 meV. The absorption is sensitive too: averaging over the two warped bands raises the free-pair values by about 12%, and treating heavy and light holes as two uncoupled hydrogenic series raises the edge value by about 20%, to $1.0\times10^4$ cm$^{-1}$. Using $\varepsilon_\infty$ instead of $\varepsilon$ would give 5.5 meV; the static value is the better choice because $R$ is well below the phonon energy. Nonparabolicity, judged by excess energy over gap, is about 3% at 50 meV.

**Light.** If $W=3.28$ meV is the 1s area of $\varepsilon_2$, the Kramers-Kronig relation gives $\varepsilon_1\approx n_r^2-W/[\pi(\hbar\omega-E_{1s})]$ near the line. This vanishes at $W/(\pi n_r^2)=0.08$ meV above it. When the linewidth is not large compared with this splitting, light and exciton mix and a simple absorption coefficient no longer describes the line.

Real gallium arsenide has an exciton binding energy of roughly 4 meV and band-edge absorption of order $10^4$ cm$^{-1}$, so the model has the right scale. Its gap at room temperature is smaller by roughly 0.1 eV, which shifts the whole edge. Fields of a few kV/cm, already below those in a typical junction, or layers doped well above the screening densities, break the assumption of a pair subject only to its own unscreened attraction. The discrete lines then cease to be a valid description. The free-pair curve, lower by the factor 5.6 at 5 meV, marks complete loss of attraction; it is not a prediction for a partly screened pair, which keeps some enhancement after its last bound state has gone.

Numbers in the example were calculated in double precision.
